# Pairing, normalization and completeness of the RPA eigenvectors, part 3

The random-phase approximation (RPA) problem for $N$ particle-hole pairs, with real symmetric $A,B$ and in Hartree atomic units unless others are shown, is

$$
\begin{pmatrix} A & B\\ -B & -A\end{pmatrix}\begin{pmatrix} X_n\\ Y_n\end{pmatrix}=\omega_n\begin{pmatrix} X_n\\ Y_n\end{pmatrix},\tag{1}
$$

$$
AX_n+BY_n=\omega_nX_n,\qquad BX_n+AY_n=-\omega_nY_n.\tag{8}
$$

Here $L=\eta M$ is the matrix in (1), $M=\begin{pmatrix}A&B\\B&A\end{pmatrix}$, $\eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}$, $Z=\begin{pmatrix}X&Y\\Y&X\end{pmatrix}$, $z_n=(X_n;Y_n)$, and $\bar z_n=(Y_n;X_n)$ has eigenvalue $-\omega_n$. The metric norm is $z^\dagger\eta z$, and

$$
(\omega_m^*-\omega_n)\,z_m^\dagger\eta z_n=0 .\tag{10}
$$

If $A\pm B$ are positive definite (stability), the $N$ positive roots, $\Omega=\operatorname{diag}(\omega_n)$, have real eigenvectors obeying

$$
X^TX-Y^TY=1,\qquad X^TY-Y^TX=0,\tag{2}
$$

$$
XX^T-YY^T=1,\qquad XY^T-YX^T=0,\tag{3}
$$

$$
\sum_{n=1}^N\big(z_nz_n^T-\bar z_n\bar z_n^T\big)\,\eta=1 ,\tag{19}
$$

$$
A=X\Omega X^T+Y\Omega Y^T,\qquad B=-\big(X\Omega Y^T+Y\Omega X^T\big).\tag{21}
$$

Part 5 proved (2), orthonormalizing a real basis $V$ of each degenerate level with $G=V^T\eta V$. With $S=(A-B)^{1/2}$ and $C=S(A+B)S=U\Omega^2U^T$, $U$ orthogonal,

$$
X+Y=SU\Omega^{-1/2},\qquad X-Y=S^{-1}U\Omega^{1/2}.\tag{13}
$$

For real transition moments $d$, $\tilde d=(d;d)$ and $\mu_n=d^T(X_n+Y_n)$, the polarizability is

$$
\alpha(s)\equiv\tilde d^{\,T}(M-s\eta)^{-1}\tilde d=\sum_n\mu_n^2\Big[\frac1{\omega_n-s}+\frac1{\omega_n+s}\Big]=\sum_n\frac{f_n}{\omega_n^2-s^2},\qquad f_n=2\omega_n\mu_n^2 ,\tag{24}
$$

$$
\sum_nf_n=2\,d^T(A-B)\,d,\qquad \alpha(0)=\sum_n\frac{2\mu_n^2}{\omega_n}=2\,d^T(A+B)^{-1}d .\tag{25}
$$

For bosons $b_p$, one per pair,

$$
H_b=\sum_{pq}A_{pq}\,b_p^\dagger b_q+\tfrac12\sum_{pq}B_{pq}\big(b_p^\dagger b_q^\dagger+b_pb_q\big).\tag{26}
$$

With $Q_n^\dagger=\sum_p(X_{pn}b_p^\dagger-Y_{pn}b_p)$, ground state $|0\rangle$ and $|n\rangle=Q_n^\dagger|0\rangle$,

$$
X_{pn}=\langle n|b_p^\dagger|0\rangle,\qquad Y_{pn}=\langle n|b_p|0\rangle ,\tag{28}
$$

$$
H_b=\sum_n\omega_nQ_n^\dagger Q_n+E_c,\qquad E_c=\tfrac12\Big(\sum_n\omega_n-\operatorname{Tr}A\Big).\tag{29}
$$

This plasmon formula also equals $-\sum_n\omega_nY_n^TY_n$ and, with $T=YX^{-1}$,

$$
E_c=\tfrac12\operatorname{Tr}(BT).\tag{30}
$$

Singlet time-dependent Hartree–Fock (TDHF) has $A=\Delta+K-(ij|ab)$, $B=K-(ib|ja)$, $K_{ia,jb}=2(ia|jb)$, $\Delta$ diagonal with elements $\varepsilon_a-\varepsilon_i$, and $d_{ia}=\sqrt2\langle i|z|a\rangle$. Direct RPA has $A=\Delta+K$, $B=K$ and, with $P(u)=2D^{1/2}KD^{1/2}$, $D=\Delta(u^2+\Delta^2)^{-1}$,

$$
\frac1{2\pi}\int_0^\infty du\,\operatorname{Tr}\big[\ln(1+P)-P\big]=\tfrac12\Big(\sum_n\omega_n-\operatorname{Tr}\Delta-\operatorname{Tr}K\Big)=E_c .\tag{31}
$$

For orbital rotations $\kappa$ of a Hartree–Fock determinant, to second order,

$$
E(\kappa)-E_0=\langle\hat\kappa^\dagger(H-E_0)\hat\kappa\rangle+\operatorname{Re}\langle H\hat\kappa^2\rangle=\kappa^\dagger A\kappa+\operatorname{Re}\,\kappa^TB\kappa .\tag{6}
$$

## 12. Limits and failures

For $B=0$ the equations (8) decouple, and stability requires only that $A$ be positive definite. Under this condition the positive roots are the eigenvalues of $A$, with $Y=0$, and (2) and (3) reduce to $X^TX=XX^T=1$. The metric is then the ordinary one on the space of the positive roots, and $E_c=0$.

For $N=1$ the determinant gives $\omega^2=A^2-B^2=(A+B)(A-B)$. The normalization $X^2-Y^2=1$ is solved by $X=\cosh\theta$, $Y=-\sinh\theta$. Equations (8) become $A\cosh\theta-B\sinh\theta=\omega\cosh\theta$ and $B\cosh\theta-A\sinh\theta=\omega\sinh\theta$. Multiplying the first by $\sinh\theta$, the second by $\cosh\theta$ and subtracting gives $A\sinh2\theta=B\cosh2\theta$, or $\tanh2\theta=B/A$. The matrix $Z$ is a hyperbolic rotation. A real $\theta$ exists only for $|B|<|A|$, and $|\theta|\to\infty$ as $|B|\to|A|$, so that $X$ and $Y$ both diverge at the edge of stability. With $x=(b+b^\dagger)/\sqrt2$ and $p=i(b^\dagger-b)/\sqrt2$, one has $x^2=\frac12(b^2+b^{\dagger2})+b^\dagger b+\frac12$ and $p^2=-\frac12(b^2+b^{\dagger2})+b^\dagger b+\frac12$, so that

$$
H_b=\tfrac12(A-B)\,p^2+\tfrac12(A+B)\,x^2-\tfrac12A .
$$

The combination $A-B$ is an inverse mass and $A+B$ a force constant. Three failures can be read from this form. The roots and metric norms of the first two, and the square and rank of $L$ in the third, were checked numerically.

For $A=6$ eV and $B=-7$ eV the force constant is negative. Then $\omega^2=36-49=-13$ eV$^2$ and $\omega=\pm3.60555\,i$ eV. The pair is still present, but the metric norm of each eigenvector is $0.000$, as (10) requires. The Hamiltonian is an inverted oscillator with no ground state.

For $A=-5$ eV and $B=3$ eV both coefficients are negative. Then $\omega^2=25-9=16$ eV$^2$ and the roots $\pm4$ eV are real. For $\omega=+4$ eV the first equation of (8) gives $-5X+3Y=4X$, so $Y=3X$, and the vector of unit Euclidean length has $X^2-Y^2=(1-9)/10=-0.800$. The positive root has a negative norm. Real roots therefore do not prove stability. The relations (2) and (3) can still be met by taking the root $-4$ eV as the one with norm $+1$, but then $Q^\dagger$ lowers the energy and $H_b$ is unbounded below.

For $A=B=3$ eV the inverse mass is zero. The matrix $L=\begin{pmatrix}3&3\\-3&-3\end{pmatrix}$ eV has $L^2=0$ and rank 1. The double root $\omega=0$ has the single eigenvector $(1,-1)$, with zero norm. The eigenvectors do not span the space and (19) fails. The spectrum of $H_b$ is continuous. A zero root appears when the reference determinant breaks a continuous symmetry, because the energy (6) is then flat along at least one direction of $\kappa$ and $M$ is singular, provided that direction lies among the pairs included in $A$ and $B$. For a collinear unrestricted determinant that breaks spin-rotation symmetry these are the spin-flip pairs, and the spin-conserving block need not be singular. The proof of Part 5 does not cover it, and where it is defective as here it must be separated before (19) is used.

## 13. Worked example: two coupled transitions

The inputs are chosen. Two singlet transitions have $\Delta=(6,10)$ eV, or $(0.220496,\,0.367493)$ hartree. The kernel and the spin-adapted transition moments are

$$
K=\begin{pmatrix}2&1\\1&3\end{pmatrix}\text{eV},\qquad d=(0.8,\,0.5)\ \text{Å}=(1.51178,\,0.94486)\ \text{bohr},
$$

with 1 hartree $=27.211386$ eV and 1 bohr $=0.529177$ Å. In direct RPA,

$$
A=\begin{pmatrix}8&1\\1&13\end{pmatrix}\text{eV},\qquad B=K,\qquad A+B=\begin{pmatrix}10&2\\2&16\end{pmatrix}\text{eV},\qquad A-B=\Delta .
$$

The eigenvalues of $A+B$ are $13\mp\sqrt{13}$, that is $9.39445$ and $16.60555$ eV, and those of $A-B$ are 6 and 10 eV. The problem is stable.

The elements of $C$ are $C_{pq}=\sqrt{\Delta_p\Delta_q}\,(A+B)_{pq}$, which gives $C_{11}=6\times10=60$, $C_{22}=10\times16=160$ and $C_{12}=2\sqrt{60}=15.49193$, in eV$^2$. Its eigenvalues are $\omega^2=110\mp\sqrt{50^2+240}$, or $57.65499$ and $162.34501$ eV$^2$. Thus

$$
\omega_1=7.59309\ \text{eV}=0.279041\ \text{hartree},\qquad\omega_2=12.74147\ \text{eV}=0.468240\ \text{hartree},
$$

and the four roots of (1) are $\pm\omega_1$ and $\pm\omega_2$. The first row of $CU=U\Omega^2$ fixes $U_{21}/U_{11}=(57.65499-60)/15.49193$, and normalization gives

$$
U=\begin{pmatrix}0.98874&0.14966\\-0.14966&0.98874\end{pmatrix},
$$

with rows for pairs and columns for modes. Since $S$ is diagonal, (13) reads $(X+Y)_{pn}=U_{pn}\sqrt{\Delta_p/\omega_n}$ and $(X-Y)_{pn}=U_{pn}\sqrt{\omega_n/\Delta_p}$. For instance $0.98874\sqrt{6/7.59309}=0.87892$ and $0.98874\sqrt{7.59309/6}=1.11228$. In full,

$$
X+Y=\begin{pmatrix}0.87892&0.10270\\-0.17176&0.87593\end{pmatrix},\qquad X-Y=\begin{pmatrix}1.11228&0.21810\\-0.13042&1.11607\end{pmatrix}.
$$

Half the sum and half the difference give $X_{11}=(0.87892+1.11228)/2=0.99560$ and $Y_{11}=(0.87892-1.11228)/2=-0.11668$, and altogether

$$
X=\begin{pmatrix}0.99560&0.16040\\-0.15109&0.99600\end{pmatrix},\qquad Y=\begin{pmatrix}-0.11668&-0.05770\\-0.02067&-0.12007\end{pmatrix}.
$$

The normalization involves products of columns. For mode 1, $0.99560^2+0.15109^2=1.0140$ and $0.11668^2+0.02067^2=0.0140$. The full matrices are

$$
X^TX=\begin{pmatrix}1.01404&0.00921\\0.00921&1.01775\end{pmatrix},\quad Y^TY=\begin{pmatrix}0.01404&0.00921\\0.00921&0.01775\end{pmatrix},\quad X^TY=\begin{pmatrix}-0.11305&-0.03930\\-0.03930&-0.12884\end{pmatrix}.
$$

The difference of the first two is the unit matrix. The columns of $X$ are not orthogonal to each other, their overlap $0.00921$ being cancelled by that of the columns of $Y$. The symmetry of $X^TY$ comes from two different sums, $0.99560(-0.05770)+(-0.15109)(-0.12007)=-0.0393$ for the element 12 and $0.16040(-0.11668)+0.99600(-0.02067)=-0.0393$ for the element 21.

The completeness relations involve products of rows. For pair 1, $0.99560^2+0.16040^2=1.0169$ and $0.11668^2+0.05770^2=0.0169$. The full matrices are

$$
XX^T=\begin{pmatrix}1.01694&0.00934\\0.00934&1.01484\end{pmatrix},\quad YY^T=\begin{pmatrix}0.01694&0.00934\\0.00934&0.01484\end{pmatrix},\quad XY^T=\begin{pmatrix}-0.12542&-0.03984\\-0.03984&-0.11646\end{pmatrix}.
$$

They differ from the previous three, and they satisfy (3). The ground-state occupations of the two pairs are $0.01694$ and $0.01484$. The first relation of (21) can be checked on one element: $7.59309\,(0.99560^2+0.11668^2)+12.74147\,(0.16040^2+0.05770^2)=8.00$ eV, which is $A_{11}$.

The eigenvectors were also computed without the construction (13), as null vectors of $L-\omega_n$ from a singular-value decomposition, each scaled by its own metric norm. In that route orthogonality between modes, the symmetry of $X^TY$ and both completeness relations are not imposed. The largest deviation in the four relations (2) and (3) was $5.3\times10^{-16}$, which is rounding error.

The plasmon formula gives, with $\sum\omega_n=20.33456$ eV and $\operatorname{Tr}A=21$ eV,

$$
E_c=\tfrac12(20.33456-21.00000)\ \text{eV}=-0.33272\ \text{eV},
$$

and with more digits $-0.332722$ eV, or $-0.0122273$ hartree. The mode contributions $\omega_nY_n^TY_n$ are $7.59309\times0.01404=0.1066$ eV and $12.74147\times0.01775=0.226$ eV, more precisely $0.106623$ and $0.226099$ eV, whose sum is $0.332722$ eV. The amplitude matrix is

$$
T=YX^{-1}=\begin{pmatrix}-0.12298&-0.03812\\-0.03812&-0.11441\end{pmatrix},
$$

symmetric as proved, and (30) gives $\frac12[2(-0.12298)+2(-0.03812)+3(-0.11441)]=-0.3327$ eV, with more digits again $-0.332722$ eV. Adaptive quadrature of (31) gave $-0.332722$ eV. Finally $H_b$ was diagonalized as a matrix in a Fock space of 24 levels per mode. Its lowest eigenvalue was $-0.332722$ eV, its first two excitation energies matched $\omega_1$ and $\omega_2$, and the matrix elements (28), with the sign of each excited state fixed by $X_{nn}>0$, reproduced $X$ and $Y$ above in all five decimals. In that calculation the states carry the ordinary Hilbert-space norm, and the metric normalization of $X$ and $Y$ comes out without being imposed.

The transition moments are $\mu_n=d^T(X+Y)_n$. For mode 1, $0.8\times0.87892+0.5\times(-0.17176)=0.6173$ Å, and for mode 2, $0.8\times0.10270+0.5\times0.87593=0.5201$ Å. In atomic units they are $1.16644$ and $0.98290$ bohr. The oscillator strengths are $f_1=2\times0.279041\times1.16644^2=0.75932$ and $f_2=2\times0.468240\times0.98290^2=0.90473$, with sum $1.66405$. The bare values $2\Delta_pd_p^2$ are $1.00788$ and $0.65617$, with the same sum $1.66405$. The total is conserved, as (25) states. By (13), $f_n=2\big(\sum_pd_p\sqrt{\Delta_p}\,U_{pn}\big)^2$, so the diagonal of $K$ alone, which gives $U=1$, moves no strength. The direction of the transfer is set here by the sign of $K_{12}d_1d_2$. It is positive, $U_{21}$ is negative, the two terms partly cancel for mode 1 and add for mode 2, and strength moves to the upper transition. With the sign of $K_{12}$ reversed, $K$ would still be positive definite, the off-diagonal elements of $U$ would change sign, and strength would move to the lower one.

The static polarizability is

$$
\alpha(0)=\frac{0.75932}{0.279041^2}+\frac{0.90473}{0.468240^2}=13.8784\ \text{bohr}^3=2.0566\ \text{Å}^3 .
$$

The second form in (25) uses $(A+B)^{-1}=\frac1{156}\begin{pmatrix}16&-2\\-2&10\end{pmatrix}$ eV$^{-1}$, and

$$
2\times\frac{16(0.8)^2-4(0.8)(0.5)+10(0.5)^2}{156}\times\frac{27.211386}{0.529177^2}=13.878\ \text{bohr}^3 ,
$$

where the last factor converts Å$^2$/eV to bohr$^2$/hartree, which is bohr$^3$ for unit charge. At the imaginary frequency $u=5$ eV $=0.183747$ hartree, the term $0.183747^2$ is added to each denominator and $\alpha(iu)=10.3782$ bohr$^3=1.5379$ Å$^3$. Direct solution of the $4\times4$ linear system in the definition (24) agreed with this value.

## 14. A molecule with degenerate levels

The model has no degeneracy, so the relations were also tested on LiH at the chosen bond length $1.60$ Å, or $3.02356$ bohr, in the 6-31G basis. The restricted Hartree–Fock energy is $-7.979322$ hartree and there are $N=18$ singlet pairs. Both the TDHF and the direct-RPA matrices were found to be stable. The lowest TDHF singlet energies are $4.1000$, $5.2176$, $5.2176$ and $7.5924$ eV, or $0.15067$, $0.19174$, $0.19174$ and $0.27901$ hartree. There are 4 degenerate levels in all. They are of $\Pi$ symmetry, formed by exciting from either of the two occupied $\sigma$ orbitals into either of the two pairs of virtual $\pi$ orbitals that this basis provides.

The eigenspace of each level was obtained as the null space of $L-\omega$. The matrix $G=V^T\eta V$ of Part 5 was found positive definite in each case, and it was used to orthonormalize within the level only. The largest deviation in (2) and (3) was $1.2\times10^{-14}$ for TDHF and $1.8\times10^{-14}$ for direct RPA.

The sum over all 18 TDHF modes in (25) gave the polarizability along the bond as $\alpha_{zz}=17.1857$ bohr$^3=2.5467$ Å$^3$. A five-point second difference of self-consistent Hartree–Fock energies, with a field step of $0.001$ atomic units, gave $17.1857$ bohr$^3$. That calculation uses neither $A$, $B$ nor any eigenvector, so the agreement tests the combination $A+B$ of the matrices of Part 2 (by (25) the static value does not depend on $A-B$), the spin factor $\sqrt2$ in $d$, the normalization and the completeness together, but only for the modes of $\Sigma$ symmetry. The $\Pi$ modes have no transition moment along the bond and contribute nothing to $\alpha_{zz}$. The treatment of the degenerate levels is therefore tested by the deviations in (2) and (3) quoted above and not by this number. The value belongs to this small basis and is not a prediction of the measured polarizability; in aug-cc-pVTZ it rises to $21.99$ bohr$^3$. For direct RPA on the Hartree–Fock orbitals the plasmon formula gave $E_c=-0.0202305$ hartree, or $-0.55050$ eV, and quadrature of (31) gave $-0.0202305$ hartree. The total pair occupation of the ground state is $\operatorname{Tr}Y^TY=0.021797$, so that each $X_n^TX_n$ exceeds 1 by less than this amount. None of these numbers is converged with respect to the basis, and their digits serve only to compare routes within 6-31G. In aug-cc-pVTZ the Hartree–Fock energy is $-7.98682$ hartree, the four lowest TDHF singlets are $4.04$, $5.06$, $5.06$ and $6.15$ eV, the direct-RPA $E_c$ is $-0.0706$ hartree, and $\operatorname{Tr}Y^TY=0.046$.

## Computed results

```
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
MODEL (rows: pair index, columns: mode index)
Delta = [6.00, 10.00] eV = [0.220496, 0.367493] hartree
K = B = [2.00, 1.00; 1.00, 3.00] eV = [0.073499, 0.036749; 0.036749, 0.110248] hartree
A = [8.00, 1.00; 1.00, 13.00] eV; A+B = [10.00, 2.00; 2.00, 16.00] eV
eigenvalues of A+B = [9.39445, 16.60555] eV
d = [0.80, 0.50] angstrom = [1.51178, 0.94486] bohr
C = [60.00000, 15.49193; 15.49193, 160.00000] eV^2
omega^2 = [57.65499, 162.34501] eV^2
omega = [7.59309, 12.74147] eV = [0.279041, 0.468240] hartree
U = [0.98874, 0.14966; -0.14966, 0.98874] (dimensionless)
X+Y = [0.87892, 0.10270; -0.17176, 0.87593] (dimensionless)
X-Y = [1.11228, 0.21810; -0.13042, 1.11607] (dimensionless)
X = [0.99560, 0.16040; -0.15109, 0.99600] (dimensionless)
Y = [-0.11668, -0.05770; -0.02067, -0.12007] (dimensionless)
X^T X = [1.01404, 0.00921; 0.00921, 1.01775] (dimensionless)
Y^T Y = [0.01404, 0.00921; 0.00921, 0.01775] (dimensionless)
X^T Y = [-0.11305, -0.03930; -0.03930, -0.12884] (dimensionless)
X X^T = [1.01694, 0.00934; 0.00934, 1.01484] (dimensionless)
Y Y^T = [0.01694, 0.00934; 0.00934, 0.01484] (dimensionless)
X Y^T = [-0.12542, -0.03984; -0.03984, -0.11646] (dimensionless)
T = Y X^-1 = [-0.12298, -0.03812; -0.03812, -0.11441] (dimensionless)
X (Fock) = [0.99560, 0.16040; -0.15109, 0.99600] (dimensionless)
Y (Fock) = [-0.11668, -0.05770; -0.02067, -0.12007] (dimensionless)
largest residual of the four metric relations = 5.3e-16
sum omega = 20.33456 eV; Tr A = 21.00000 eV
Ec plasmon = -0.332722 eV = -0.0122273 hartree
omega_n |Y_n|^2 = [0.106623, 0.226099] eV
Ec = Tr(BT)/2 = -0.332722 eV
Ec quadrature = -0.332722 eV; Ec Fock (24 levels/mode) = -0.332722 eV
mu_n = [1.16644, 0.98290] bohr = [0.61725, 0.52013] angstrom
f_n = [0.75932, 0.90473] ; sum = 1.66405; 2 Delta_p d_p^2 = [1.00788, 0.65617]
alpha(0) = 13.8784 bohr^3 = 2.0566 angstrom^3
alpha(iu), u = 5 eV = 0.183747 hartree: 10.3782 bohr^3 = 1.5379 angstrom^3
A=6, B=-7 eV: omega = +/- 3.60555 i eV, metric norm = 0.000
A=-5, B=3 eV: omega = +4.000+0.000j eV, metric norm of unit vector = -0.800+0.000j
A=B=3 eV: L^2 = 0, rank L = 1, a single eigenvector (1,-1), metric norm 0
LiH 6-31G, R = 1.60 angstrom = 3.02356 bohr, N = 18 pairs
E(RHF) = -7.979322 hartree; degenerate TDHF levels = 4
lowest TDHF singlets = [4.1000, 5.2176, 5.2176, 7.5924] eV = [0.15067, 0.19174, 0.19174, 0.27901] hartree
metric residuals: TDHF 1.2e-14, direct RPA 1.8e-14
alpha_zz modes = 17.1857 bohr^3 = 2.5467 angstrom^3
alpha_zz finite field (F = 0.001 a.u.) = 17.1857 bohr^3
dRPA Ec plasmon = -0.0202305 hartree = -0.55050 eV
dRPA Ec quadrature = -0.0202305 hartree; Tr Y^T Y = 0.021797
```
